# Radial potential and current ratio on an edge-contacted copper seed: a numerical check

```python
"""
Potential and plating current on a resistive disc contacted at its edge.

Result under test: with linear kinetics j = g*eta the seed potential is
    phi(r) = -eta_a * I0(r/lam) / I0(a/lam),   lam = 1/sqrt(R_s*g),
and the centre-to-edge current ratio is j(0)/j(a) = 1/I0(a/lam).

Symbols: a disc radius, h seed thickness, rho resistivity, R_s = rho/h sheet
resistance, g kinetic conductance per area, eta = -phi cathodic overpotential
(electrolyte at zero potential on a copper reference scale), eta_a its edge
value, j deposition current density, I0 and I1 modified Bessel functions.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import i0 as bessel_i0, i1 as bessel_i1, k0 as bessel_k0

# Model parameters (SI)
radius = 0.150
thickness = 50e-9
resistivity = 2.5e-8
exchange_current = 10.0
alpha_c, alpha_a = 0.5, 1.5
temperature = 298.15
edge_drive = 2e-3

faraday = constants.e * constants.N_A
f_over_rt = faraday / (constants.R * temperature)


def butler_volmer(eta):
    return exchange_current * (np.exp(alpha_c * f_over_rt * eta)
                               - np.exp(-alpha_a * f_over_rt * eta))


def butler_volmer_slope(eta):
    return exchange_current * f_over_rt * (
        alpha_c * np.exp(alpha_c * f_over_rt * eta)
        + alpha_a * np.exp(-alpha_a * f_over_rt * eta))


def ring_network(sheet_res, drive, law, slope, n=2000):
    """Solve charge conservation on concentric rings by Newton iteration.

    Returns radii, seed potentials and total deposition current.
    """
    r = np.linspace(0.0, radius, n + 1)
    faces = 0.5 * (r[1:] + r[:-1])
    link = 2 * np.pi * faces / (sheet_res * (r[1] - r[0]))
    bounds = np.concatenate(([0.0], faces, [radius]))
    area = np.pi * np.diff(bounds**2)
    phi = np.full(n + 1, -drive)
    for _ in range(80):
        flow = link * np.diff(phi)          # current from outer to inner node
        residual = flow + area[:n] * law(-phi[:n])
        residual[1:] -= flow[:-1]
        bands = np.zeros((3, n))
        bands[0, 1:] = link[:n - 1]
        bands[2, :-1] = link[:n - 1]
        bands[1] = -link - area[:n] * slope(-phi[:n])
        bands[1, 1:] -= link[:n - 1]
        step = solve_banded((1, 1), bands, -residual)
        phi[:n] += step
        if np.max(np.abs(step)) < 1e-8 * drive:
            break
    else:
        raise AssertionError("ring network did not converge")
    return r, phi, np.sum(area * law(-phi))


# Linear conductance from the kinetic law
g = exchange_current * (alpha_a + alpha_c) * f_over_rt
dv = 1e-6
g_numeric = (butler_volmer(dv) - butler_volmer(-dv)) / (2 * dv)
assert abs(g_numeric / g - 1) < 1e-7
# Leading relative departure from linearity
departure = (alpha_c - alpha_a) * f_over_rt * edge_drive / 2
small = 1e-5
measured = butler_volmer(small) / (g * small) - 1
assert abs(measured / (departure * small / edge_drive) - 1) < 1e-3


def linear_law(eta):
    return g * eta


def linear_slope(eta):
    return g * np.ones_like(eta)


sheet_resistance = resistivity / thickness
lam = 1 / np.sqrt(sheet_resistance * g)
x = radius / lam


def potential(r):
    return -edge_drive * bessel_i0(r / lam) / bessel_i0(x)


ratio = 1 / bessel_i0(x)
mean_ratio = 2 * bessel_i1(x) / (x * bessel_i0(x))
total_current = (2 * np.pi * radius * edge_drive * bessel_i1(x)
                 / (sheet_resistance * lam * bessel_i0(x)))

# Profile, ratio and total current against the ring network
r_net, phi_net, current_net = ring_network(
    sheet_resistance, edge_drive, linear_law, linear_slope)
profile_error = np.max(np.abs(phi_net - potential(r_net))) / edge_drive
ratio_net = phi_net[0] / phi_net[-1]
assert profile_error < 1e-5             # second-order grid error
assert abs(ratio_net / ratio - 1) < 1e-5
assert abs(current_net / total_current - 1) < 1e-5

# Total and mean current against quadrature of the local current density
current_quad = quad(lambda r: -g * potential(r) * 2 * np.pi * r, 0, radius)[0]
assert abs(current_quad / total_current - 1) < 1e-9
mean_quad = current_quad / (np.pi * radius**2) / (g * edge_drive)
assert abs(mean_quad / mean_ratio - 1) < 1e-9

# Power series generated by the recurrence of the differential equation
coefficient, series = 1.0, 1.0
for order in range(2, 80, 2):
    coefficient /= order**2
    series += coefficient * x**order
assert abs(series / bessel_i0(x) - 1) < 1e-12

# The excluded solution carries a finite current into the centre
s = 1e-4
ds = 1e-7
source = -s * (bessel_k0(s + ds) - bessel_k0(s - ds)) / (2 * ds)
assert abs(source - 1) < 1e-5

# Limits of the current ratio
xs = 0.2
quartic = (1 / bessel_i0(xs) - (1 - xs**2 / 4)) / xs**4
assert abs(quartic / (3 / 64) - 1) < 0.02
xl = 40.0
quotient = 1 / bessel_i0(xl) / (np.sqrt(2 * np.pi * xl) * np.exp(-xl))
assert abs((1 - quotient) * 8 * xl - 1) < 0.05

# Full kinetics approach the linear ratio in proportion to the drive
deviations = []
for drive in (2e-4, 1e-4):
    _, phi_bv, _ = ring_network(sheet_resistance, drive,
                                butler_volmer, butler_volmer_slope)
    bv_ratio = butler_volmer(-phi_bv[0]) / butler_volmer(-phi_bv[-1])
    deviations.append(bv_ratio - ratio)
assert abs(deviations[0] / deviations[1] - 2) < 0.1

# Seeds of different initial thickness, each checked by the network
thickness_rows = []
for h in (50e-9, 100e-9, 200e-9, 500e-9, 1000e-9):
    xh = radius * np.sqrt(resistivity * g / h)
    qh = 1 / bessel_i0(xh)
    _, phi_h, _ = ring_network(resistivity / h, edge_drive,
                               linear_law, linear_slope)
    assert abs(phi_h[0] / phi_h[-1] / qh - 1) < 1e-5
    thickness_rows.append((h, xh, qh))

# Thickness needed for a chosen uniformity
target = 0.9
x_target = brentq(lambda y: bessel_i0(y) - 1 / target, 1e-6, 5)
h_target = resistivity * g * radius**2 / x_target**2
_, phi_t, _ = ring_network(resistivity / h_target, edge_drive,
                           linear_law, linear_slope)
assert abs(phi_t[0] / phi_t[-1] - target) < 1e-5

print("INPUTS")
print(f"disc radius a = {radius*1e3:.0f} mm")
print(f"seed thickness h = {thickness*1e9:.0f} nm")
print(f"resistivity rho = {resistivity:.2e} ohm m")
print(f"exchange current density i0 = {exchange_current:.1f} A/m^2")
print(f"alpha_c = {alpha_c}, alpha_a = {alpha_a} (no unit)")
print(f"temperature T = {temperature:.2f} K")
print(f"edge overpotential eta_a = {edge_drive*1e3:.1f} mV")
print("LINEAR KINETICS")
print(f"RT/F = {1e3/f_over_rt:.3f} mV")
print(f"kinetic conductance g = {g:.2f} S/m^2")
print(f"leading nonlinearity at edge = {100*departure:.2f} %")
print(f"sheet resistance R_s = {sheet_resistance:.3f} ohm")
print(f"decay length lambda = {lam*1e3:.2f} mm")
print(f"thinness h/lambda = {thickness/lam:.2e} (no unit)")
print(f"x = a/lambda = {x:.4f} (no unit)")
print(f"I0(x) = {bessel_i0(x):.4f}, I1(x) = {bessel_i1(x):.4f} (no unit)")
for r in (0.0, 0.05, 0.10, 0.15):
    print(f"r = {r*1e3:3.0f} mm: phi = {potential(r)*1e3:.4f} mV, "
          f"j = {-g*potential(r):.4f} A/m^2")
print(f"centre-to-edge ratio, formula = {ratio:.5f} (no unit)")
print(f"centre-to-edge ratio, ring network = {ratio_net:.5f} (no unit)")
print(f"largest profile error / eta_a = {profile_error:.1e} (no unit)")
print(f"mean-to-edge ratio = {mean_ratio:.4f} (no unit)")
print(f"total current, formula = {total_current*1e3:.3f} mA")
print(f"total current, ring network = {current_net*1e3:.3f} mA")
print("INITIAL SEED THICKNESS")
for h, xh, qh in thickness_rows:
    print(f"h = {h*1e9:4.0f} nm: x = {xh:.4f}, j(0)/j(a) = {qh:.4f}")
print(f"for ratio {target}: x = {x_target:.4f}, h = {h_target*1e9:.0f} nm")
print("FULL BUTLER-VOLMER KINETICS, SEED OF THE INPUTS")
for drive in (2e-3, 100e-3):
    _, phi_bv, _ = ring_network(sheet_resistance, drive,
                                butler_volmer, butler_volmer_slope)
    j_centre = butler_volmer(-phi_bv[0])
    j_edge = butler_volmer(-phi_bv[-1])
    print(f"eta_a = {drive*1e3:.0f} mV: eta(0) = {-phi_bv[0]*1e3:.3f} mV")
    print(f"  j(0) = {j_centre:.4f} A/m^2, j(a) = {j_edge:.4f} A/m^2")
    print(f"  j(0)/j(a) = {j_centre/j_edge:.4f} (no unit)")
print("all assertions hold")
```

Output:

```
INPUTS
disc radius a = 150 mm
seed thickness h = 50 nm
resistivity rho = 2.50e-08 ohm m
exchange current density i0 = 10.0 A/m^2
alpha_c = 0.5, alpha_a = 1.5 (no unit)
temperature T = 298.15 K
edge overpotential eta_a = 2.0 mV
LINEAR KINETICS
RT/F = 25.693 mV
kinetic conductance g = 778.43 S/m^2
leading nonlinearity at edge = -3.89 %
sheet resistance R_s = 0.500 ohm
decay length lambda = 50.69 mm
thinness h/lambda = 9.86e-07 (no unit)
x = a/lambda = 2.9593 (no unit)
I0(x) = 4.7228, I1(x) = 3.8109 (no unit)
r =   0 mm: phi = -0.4235 mV, j = 0.3297 A/m^2
r =  50 mm: phi = -0.5329 mV, j = 0.4149 A/m^2
r = 100 mm: phi = -0.9473 mV, j = 0.7374 A/m^2
r = 150 mm: phi = -2.0000 mV, j = 1.5569 A/m^2
centre-to-edge ratio, formula = 0.21174 (no unit)
centre-to-edge ratio, ring network = 0.21174 (no unit)
largest profile error / eta_a = 5.2e-08 (no unit)
mean-to-edge ratio = 0.5454 (no unit)
total current, formula = 60.015 mA
total current, ring network = 60.015 mA
INITIAL SEED THICKNESS
h =   50 nm: x = 2.9593, j(0)/j(a) = 0.2117
h =  100 nm: x = 2.0925, j(0)/j(a) = 0.4110
h =  200 nm: x = 1.4796, j(0)/j(a) = 0.6146
h =  500 nm: x = 0.9358, j(0)/j(a) = 0.8122
h = 1000 nm: x = 0.6617, j(0)/j(a) = 0.8989
for ratio 0.9: x = 0.6577, h = 1012 nm
FULL BUTLER-VOLMER KINETICS, SEED OF THE INPUTS
eta_a = 2 mV: eta(0) = 0.431 mV
  j(0) = 0.3326 A/m^2, j(a) = 1.4990 A/m^2
  j(0)/j(a) = 0.2219 (no unit)
eta_a = 100 mV: eta(0) = 31.641 mV
  j(0) = 16.9342 A/m^2, j(a) = 69.9833 A/m^2
  j(0)/j(a) = 0.2420 (no unit)
all assertions hold
```
